# The four stereoisomers of an octahedral tris-chelate with unsymmetrical ligands: a numerical check

```python
"""Stereoisomers of an octahedral tris-chelate M(AB)3.

Result under test: three identical unsymmetrical ligands AB, each spanning
a cis edge, give four stereoisomers: fac and mer, each an enantiomeric pair.
A placement is a set of three ordered pairs (site of A, site of B).
Sites 0..5 are +x,-x,+y,-y,+z,-z; site v is trans to site v^1.
H is a pseudoscalar of the chelate edges: H > 0 is Delta, H < 0 is Lambda.
Model energy: a sum over the three trans donor pairs (AA, BB, AB).
Equilibrium ratio under test: mer/fac = 3 exp(-w/RT), w = AA + BB - 2 AB.
"""
from itertools import combinations, permutations, product
from collections import Counter
import numpy as np
from scipy.constants import R as gas_constant
from scipy.optimize import brentq

sites = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                  [0, -1, 0], [0, 0, 1], [0, 0, -1]], float)

# Enumerate all placements directly from the definition.
found = set()
for p in permutations(range(6)):
    ligands = [(p[0], p[1]), (p[2], p[3]), (p[4], p[5])]
    if all(b != a ^ 1 for a, b in ligands):
        found.add(frozenset(ligands))
placements = sorted(found, key=lambda c: sorted(c))


def skeleton(placement):
    return frozenset(frozenset(pair) for pair in placement)


def is_fac(placement):
    a_sites = {a for a, b in placement}
    return not any(a ^ 1 in a_sites for a in a_sites)


def handedness(placement):
    edges = [(sites[b] - sites[a], (sites[a] + sites[b]) / 2)
             for a, b in placement]
    return sum(np.dot(d1, d2) * np.dot(np.cross(d1, d2), m1 - m2)
               for (d1, m1), (d2, m2) in combinations(edges, 2))


def coordinates(ligands):
    return np.array([sites[v] for pair in ligands for v in pair])


def superimposable(points, placement):
    """Best proper rotation, for every numbering of the identical ligands."""
    for order in permutations(sorted(placement)):
        target = coordinates(order)
        u, _, vt = np.linalg.svd(points.T @ target)
        sign = np.sign(np.linalg.det(u @ vt))
        rotation = u @ np.diag([1, 1, sign]) @ vt
        if np.abs(points @ rotation - target).max() < 1e-8:
            return True
    return False


# Classify by superposition of coordinates, without the octahedral group.
classes = []
for c in placements:
    points = coordinates(sorted(c))
    for members in classes:
        if superimposable(points, members[0]):
            members.append(c)
            break
    else:
        classes.append([c])
assert len(classes) == 4

# Every skeleton follows from three signs s,t,u, and H = 6 s t u.
skeletons = {skeleton(c) for c in placements}


def site(axis, sign):
    return 2 * axis + (sign < 0)


from_signs = set()
for s, t, u in product((1, -1), repeat=3):
    cyclic = [(site(0, s), site(1, t)), (site(1, -t), site(2, u)),
              (site(2, -u), site(0, -s))]
    from_signs.add(skeleton(cyclic))
    assert abs(handedness(cyclic) - 6 * s * t * u) < 1e-12
    oriented = [c for c in placements if skeleton(c) == skeleton(cyclic)]
    assert len(oriented) == 8
    reverse = frozenset((b, a) for a, b in cyclic)
    assert {c for c in oriented if is_fac(c)} == {frozenset(cyclic), reverse}
assert from_signs == skeletons
assert len(placements) == 8 * 2**3

# The sign convention: Delta edges are right-handed about the C3 axis.
for c in placements:
    if is_fac(c):
        axis = sum(sites[a] for a, b in c)
        for a, b in c:
            d, m = sites[b] - sites[a], (sites[a] + sites[b]) / 2
            twist = np.dot(d, axis) * np.dot(np.cross(d, axis), m)
            assert twist * handedness(c) > 0

# All 48 symmetry operations of the octahedron as site permutations.
operation_names = {
    (1, 3, 6): "E", (1, 0, 0): "C3", (1, 1, 2): "C4",
    (1, -1, 2): "C2 (through sites)", (1, -1, 0): "C2 (through edges)",
    (-1, -3, 0): "inversion", (-1, 0, 0): "S6", (-1, -1, 0): "S4",
    (-1, 1, 4): "mirror (4 sites in plane)",
    (-1, 1, 2): "mirror (2 sites in plane)"}
operations = []
for order in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        matrix = np.diag(signs) @ np.eye(3)[list(order)]
        images = sites @ matrix.T
        perm = [int(np.argmax(sites @ image)) for image in images]
        det = int(round(np.linalg.det(matrix)))
        unmoved = sum(perm[v] == v for v in range(6))
        key = (det, int(round(np.trace(matrix))), unmoved)
        operations.append((operation_names[key], det, perm))


def act(perm, placement):
    return frozenset((perm[a], perm[b]) for a, b in placement)


op_count, fixed_by, det_of = Counter(), {}, {}
for name, det, perm in operations:
    fixed = sum(act(perm, c) == c for c in placements)
    expected = {"E": 64, "C3": 4}.get(name, 0)
    assert fixed == expected
    op_count[name] += 1
    fixed_by[name], det_of[name] = fixed, det
    for c in placements:
        image = act(perm, c)
        assert is_fac(image) == is_fac(c)
        assert abs(handedness(image) - det * handedness(c)) < 1e-12

proper_sum = sum(op_count[n] * fixed_by[n] for n in op_count if det_of[n] > 0)
full_sum = sum(op_count[n] * fixed_by[n] for n in op_count)
n_proper = sum(det > 0 for _, det, _ in operations)
burnside_proper = proper_sum / n_proper
burnside_full = full_sum / len(operations)
assert burnside_proper == len(classes)

# Properties of each class and its mirror image.
labels = [("fac" if is_fac(k[0]) else "mer") + "-"
          + ("Delta" if handedness(k[0]) > 0 else "Lambda") for k in classes]
assert set(labels) == {"fac-Delta", "fac-Lambda", "mer-Delta", "mer-Lambda"}
mirror_of, stabilizers = [], []
for label, members in zip(labels, classes):
    inverted = -coordinates(sorted(members[0]))
    partners = [other for other, k in zip(labels, classes)
                if superimposable(inverted, k[0])]
    assert len(partners) == 1 and partners[0] != label
    assert partners[0][:3] == label[:3]
    mirror_of.append(partners[0])
    stabilizer = sum(det > 0 and act(perm, members[0]) == members[0]
                     for _, det, perm in operations)
    assert stabilizer == (3 if label.startswith("fac") else 1)
    assert len(members) * stabilizer == n_proper
    stabilizers.append(stabilizer)
assert burnside_full == len({frozenset(p) for p in zip(labels, mirror_of)})

# Control: a symmetrical ligand leaves only the skeletons to distinguish.
symmetric_classes = {
    frozenset(frozenset(frozenset(perm[v] for v in edge) for edge in sk)
              for _, det, perm in operations if det > 0)
    for sk in skeletons}
assert len(symmetric_classes) == 2

# Worked example: Boltzmann sum over placements against the ratio formula.
pair_energy = {"AA": 5.0, "BB": 3.0, "AB": 2.0}  # kJ/mol, model input
temperature = 400.0  # K, model input


def energy(placement):
    donor = {}
    for a, b in placement:
        donor[a], donor[b] = "A", "B"
    return sum(pair_energy["".join(sorted(donor[v] + donor[v + 1]))]
               for v in (0, 2, 4))


fac_energies = np.array([energy(c) for c in placements if is_fac(c)])
mer_energies = np.array([energy(c) for c in placements if not is_fac(c)])


def ratio_from_sum(temp):
    rt = gas_constant * temp / 1000
    return np.exp(-mer_energies / rt).sum() / np.exp(-fac_energies / rt).sum()


w = pair_energy["AA"] + pair_energy["BB"] - 2 * pair_energy["AB"]
rt = gas_constant * temperature / 1000
ratio = 3 * np.exp(-w / rt)
equal_temperature = 1000 * w / (gas_constant * np.log(3))
assert np.ptp(fac_energies) < 1e-12 and np.ptp(mer_energies) < 1e-12
assert abs(mer_energies[0] - fac_energies[0] - w) < 1e-12
assert abs(ratio_from_sum(temperature) - ratio) < 1e-12
root = brentq(lambda temp: ratio_from_sum(temp) - 1, 100, 2000)
assert abs(root - equal_temperature) < 1e-6

print("Chelate skeletons (count):", len(skeletons))
print("Placements of three AB ligands (count):", len(placements))
print("fac placements (count):", len(fac_energies))
print("mer placements (count):", len(mer_energies))
print("Operation: number of operations, placements fixed by each")
for name in op_count:
    print(f"  {name}: {op_count[name]}, {fixed_by[name]}")
print("Sum of fixed placements over rotations:", proper_sum)
print("Number of rotations:", n_proper)
print(f"Stereoisomers by Burnside count: {burnside_proper:.0f}")
print("Stereoisomers by coordinate superposition:", len(classes))
print("Number of operations including improper:", len(operations))
print(f"Classes when mirror images are merged: {burnside_full:.0f}")
print("Isomer: placements, rotations that fix one, H, mirror image")
for label, k, n, partner in zip(labels, classes, stabilizers, mirror_of):
    print(f"  {label}: {len(k)}, {n}, {handedness(k[0]):+.0f}, {partner}")
print("Stereoisomers if A = B (count):", len(symmetric_classes))
for pair, value in pair_energy.items():
    print(f"Model energy of a trans {pair} pair: {value:.1f} kJ/mol")
print(f"Energy of fac isomer: {fac_energies[0]:.1f} kJ/mol")
print(f"Energy of mer isomer: {mer_energies[0]:.1f} kJ/mol")
print(f"w = E(mer) - E(fac): {w:.1f} kJ/mol")
print(f"Temperature: {temperature:.0f} K")
print(f"RT: {rt:.4f} kJ/mol")
print(f"w/RT: {w / rt:.4f} (dimensionless)")
print(f"exp(-w/RT): {np.exp(-w / rt):.4f} (dimensionless)")
print(f"mer/fac ratio from formula: {ratio:.4f} (dimensionless)")
print(f"mer/fac ratio from sum: {ratio_from_sum(temperature):.4f}"
      " (dimensionless)")
print(f"fac share: {100 / (1 + ratio):.2f} percent")
print(f"mer share: {100 * ratio / (1 + ratio):.2f} percent")
print(f"Equal-population temperature: {equal_temperature:.1f} K")
print("tests ok")
```

Printed output:

```
Chelate skeletons (count): 8
Placements of three AB ligands (count): 64
fac placements (count): 16
mer placements (count): 48
Operation: number of operations, placements fixed by each
  E: 1, 64
  mirror (4 sites in plane): 3, 0
  C2 (through sites): 3, 0
  inversion: 1, 0
  mirror (2 sites in plane): 6, 0
  C4: 6, 0
  C2 (through edges): 6, 0
  S4: 6, 0
  C3: 8, 4
  S6: 8, 0
Sum of fixed placements over rotations: 96
Number of rotations: 24
Stereoisomers by Burnside count: 4
Stereoisomers by coordinate superposition: 4
Number of operations including improper: 48
Classes when mirror images are merged: 2
Isomer: placements, rotations that fix one, H, mirror image
  mer-Lambda: 24, 1, -6, mer-Delta
  mer-Delta: 24, 1, +6, mer-Lambda
  fac-Delta: 8, 3, +6, fac-Lambda
  fac-Lambda: 8, 3, -6, fac-Delta
Stereoisomers if A = B (count): 2
Model energy of a trans AA pair: 5.0 kJ/mol
Model energy of a trans BB pair: 3.0 kJ/mol
Model energy of a trans AB pair: 2.0 kJ/mol
Energy of fac isomer: 6.0 kJ/mol
Energy of mer isomer: 10.0 kJ/mol
w = E(mer) - E(fac): 4.0 kJ/mol
Temperature: 400 K
RT: 3.3258 kJ/mol
w/RT: 1.2027 (dimensionless)
exp(-w/RT): 0.3004 (dimensionless)
mer/fac ratio from formula: 0.9011 (dimensionless)
mer/fac ratio from sum: 0.9011 (dimensionless)
fac share: 52.60 percent
mer share: 47.40 percent
Equal-population temperature: 437.9 K
tests ok
```
